\section*{Why the Hanle effect measures natural width despite Doppler broadening}

\section{What happens}

A vapour is lit by linearly polarized light on a line from a $J=0$ ground level to a $J=1$ level. Thermal motion spreads the line over about a hundred natural widths. A magnetic field of about a millitesla is then applied, which splits the upper level by one natural width. This splitting is hidden inside the Doppler profile, yet the polarization of the fluorescence falls to half its zero-field value. The question is why the polarization responds to so small a splitting, and why the atomic motion does not hide it.

The field $B$ is taken along $z$. The exciting light travels along $y$ and is polarized along $x$. The fluorescence is viewed along $z$ through an analyzer set to $x$ or to $y$, by a detector that does not resolve frequency. With intensities $I_x$ and $I_y$, the measured quantity is
\begin{equation}
P=\frac{I_x-I_y}{I_x+I_y}.
\end{equation}
For excitation that is spectrally flat in the sense made precise below,
\begin{equation}
P=\frac{1}{1+\beta^2},\qquad
\beta=\frac{2\omega_L}{\Gamma},\qquad
\omega_L=\frac{g\mu_B B}{\hbar}.
\label{eq:hanle}
\end{equation}
Here $\Gamma$ is the decay rate of the upper level, $g$ its Land\'e factor and $\mu_B$ the Bohr magneton. The factor 2 matters. The polarization is halved when the splitting $2g\mu_B B$ between $m=+1$ and $m=-1$ equals the natural width $\hbar\Gamma$, so that $g\mu_B B=\hbar\Gamma/2$. When $g\mu_B B$ itself equals $\hbar\Gamma$, then $\beta=2$ and $P$ has already dropped to $1/5$.

The model assumes weak light, a Zeeman shift linear in $B$, and no collisions, hyperfine structure or reabsorption of the fluorescence. Hartree units are used from here on, so $\hbar=1$ and $\mu_B=1/2$.

\section{Why: a coherence that precesses and decays}

\subsection{Polarization seen along the field is a coherence}

Light polarized along a unit vector $e$ couples to the atom through the component of the dipole operator along $e$. Acting on the spherically symmetric $J=0$ state, this component produces the $J=1$ state that transforms under rotation like $e$. With the standard phases of spherical harmonics,
\begin{equation}
|x\rangle=\frac{|-1\rangle-|+1\rangle}{\sqrt2},\qquad
|y\rangle=\frac{i\,(|+1\rangle+|-1\rangle)}{\sqrt2}.
\label{eq:xy}
\end{equation}
The same matrix elements govern emission. The amplitude for emitting light polarized along a real $e$ is proportional to $\langle e|\psi\rangle$, so an upper level with density matrix $\rho$ gives $I_e\propto\langle e|\rho|e\rangle$. Inserting (\ref{eq:xy}), and using $\rho_{-+}=\rho_{+-}^*$,
\begin{align}
I_x&\propto\tfrac12(\rho_{++}+\rho_{--})-\mathrm{Re}\,\rho_{+-},\\
I_y&\propto\tfrac12(\rho_{++}+\rho_{--})+\mathrm{Re}\,\rho_{+-}.
\end{align}
Therefore
\begin{equation}
P=\frac{-2\,\mathrm{Re}\,\rho_{+-}}{\rho_{++}+\rho_{--}}.
\label{eq:coh}
\end{equation}
If the populations are kept but the coherence $\rho_{+-}$ is removed, $P$ vanishes. The Hanle effect is the loss of this coherence from the average signal.

\subsection{One atom after a short pulse}

The electronic magnetic moment is $-g\mu_B\mathbf J$, so its energy in the field is $H=+\omega_L J_z$, and the state $|m\rangle$ acquires the phase $e^{-im\omega_L t}$. An atom prepared in $|x\rangle$ at $t=0$ evolves as
\begin{align}
|\psi(t)\rangle&=e^{-\Gamma t/2}\,
\frac{e^{i\omega_L t}|-1\rangle-e^{-i\omega_L t}|+1\rangle}{\sqrt2}\nonumber\\
&=e^{-\Gamma t/2}\left(\cos\omega_L t\,|x\rangle+\sin\omega_L t\,|y\rangle\right).
\end{align}
The second line follows from $e^{\pm i\omega_Lt}=\cos\omega_Lt\pm i\sin\omega_Lt$ and (\ref{eq:xy}). The emitting dipole turns about the field at the rate $\omega_L$ while the atom decays:
\begin{equation}
I_x\propto e^{-\Gamma t}\cos^2\omega_L t,\qquad
I_y\propto e^{-\Gamma t}\sin^2\omega_L t.
\end{equation}
Their difference is $e^{-\Gamma t}\cos2\omega_L t$. The frequency is doubled because a linear polarization returns to itself after half a turn; equivalently, the coherence joins two states whose $m$ differs by 2.

\subsection{Continuous excitation}

Under steady, spectrally flat excitation, atoms are put into $|x\rangle$ at random times at a constant rate $R$. The upper-level density matrix obeys
\begin{equation}
\frac{d\rho}{dt}=-i[H,\rho]-\Gamma\rho+R\,|x\rangle\langle x|.
\label{eq:master}
\end{equation}
From (\ref{eq:xy}), the pump matrix $|x\rangle\langle x|$ has the elements $1/2$ for each population and $-1/2$ for the coherence. The commutator leaves the populations alone and multiplies $\rho_{+-}$ by the energy difference $2\omega_L$. In the steady state,
\begin{align}
0&=-\Gamma\rho_{\pm\pm}+\frac R2
&&\Rightarrow\quad \rho_{\pm\pm}=\frac{R}{2\Gamma},\\
0&=-(\Gamma+2i\omega_L)\rho_{+-}-\frac R2
&&\Rightarrow\quad \rho_{+-}=-\frac{R/2}{\Gamma+2i\omega_L}.
\label{eq:rhopm}
\end{align}
Equation (\ref{eq:coh}) then gives
\begin{equation}
P=\mathrm{Re}\,\frac{\Gamma}{\Gamma+2i\omega_L}
=\mathrm{Re}\,\frac{1}{1+i\beta}=\frac1{1+\beta^2}.
\end{equation}
This is also the average of $\cos2\omega_L t$ over the lifetime distribution $\Gamma e^{-\Gamma t}$. In a weak field the atoms radiate before their dipoles have turned appreciably. In a strong field they radiate at all angles, and the average polarization vanishes. The total intensity seen along $z$, proportional to $\rho_{++}+\rho_{--}=R/\Gamma$, does not change.

\subsection{Rotation as well as depolarization}

Let $P_{45}$ be the same contrast measured with analyzers along $(x+y)/\sqrt2$ and $(x-y)/\sqrt2$. The difference of the two intensities is $2\,\mathrm{Re}\langle x|\rho|y\rangle$. With (\ref{eq:xy}) and equal populations,
\begin{equation}
\langle x|\rho|y\rangle=\frac i2(\rho_{-+}-\rho_{+-})
=\frac i2(-2i\,\mathrm{Im}\,\rho_{+-})=\mathrm{Im}\,\rho_{+-}.
\end{equation}
From (\ref{eq:rhopm}), $\mathrm{Im}\,\rho_{+-}=R\,\omega_L/(\Gamma^2+4\omega_L^2)$. Dividing $2\,\mathrm{Im}\,\rho_{+-}$ by $R/\Gamma$ gives
\begin{equation}
P_{45}=\frac{\beta}{1+\beta^2},\qquad
\sqrt{P^2+P_{45}^2}=\frac1{\sqrt{1+\beta^2}}.
\label{eq:p45}
\end{equation}
The Lorentzian thus belongs to analyzers held at $x$ and $y$. The degree of linear polarization, found by turning the analyzer to the best angle at each field, falls more slowly. At $\beta=1$ it is still 0.71, while $P=0.50$.

\section{Why Doppler broadening drops out}

\subsection{One frequency, one atom}

The pump term in (\ref{eq:master}) contains no frequency, so it must be justified. Consider a single light frequency, detuned by $\delta$ from the zero-field resonance in the rest frame of the atom. Let $\Omega\ll\Gamma$ be the Rabi frequency. To first order in $\Omega$ the ground-state amplitude stays at 1, and in the frame rotating with the light
\begin{equation}
i\dot c_m=\left(m\omega_L-\delta-\frac{i\Gamma}{2}\right)c_m
+\frac\Omega2\langle m|x\rangle .
\end{equation}
Setting $\dot c_m=0$, solving for $c_m$, and multiplying numerator and denominator by $i$,
\begin{equation}
c_m=\frac{-i(\Omega/2)\langle m|x\rangle}{\Gamma/2-i(\delta-m\omega_L)} .
\end{equation}
Since $\langle\pm1|x\rangle=\mp1/\sqrt2$, the products of amplitudes are
\begin{align}
\rho_{\pm\pm}&=\frac{\Omega^2}{8}\,
\frac{1}{\Gamma^2/4+(\delta\mp\omega_L)^2},\\
\rho_{+-}&=-\frac{\Omega^2}{8}\,\frac1{ab},\qquad
\begin{aligned}
a&=\Gamma/2-i(\delta-\omega_L),\\
b&=\Gamma/2+i(\delta+\omega_L).
\end{aligned}
\label{eq:mono}
\end{align}
At $\delta=0$ both denominators equal $\Gamma/2+i\omega_L$, and (\ref{eq:coh}) gives
\begin{equation}
P=\mathrm{Re}\,\frac{\Gamma^2/4+\omega_L^2}{(\Gamma/2+i\omega_L)^2}
=\mathrm{Re}\,\frac{1-i\beta}{1+i\beta}
=\frac{1-\beta^2}{1+\beta^2}.
\label{eq:rest}
\end{equation}
This is not the Hanle curve, and it becomes negative for $\beta>1$. The two amplitudes have equal size and opposite phase shifts, so the emitted light remains fully linearly polarized and is merely rotated. A narrow laser on resting atoms therefore does not produce (\ref{eq:hanle}).

\subsection{A flat distribution of detunings}

Now let the detunings be spread evenly. The coherence in (\ref{eq:mono}) can be integrated because $a+b=\Gamma+2i\omega_L$ does not contain $\delta$:
\begin{equation}
\frac1{ab}=\frac1{a+b}\left(\frac1a+\frac1b\right).
\label{eq:pf}
\end{equation}
The real part of $1/a$ is a Lorentzian in $\delta$ of area $\pi$. Its imaginary part is odd about $\delta=\omega_L$ and integrates to zero between limits $\pm\Lambda$ as $\Lambda\to\infty$. The same holds for $1/b$ about $-\omega_L$. Hence
\begin{equation}
\int\frac{d\delta}{ab}=\frac{2\pi}{\Gamma+2i\omega_L},\qquad
\int\frac{d\delta}{\Gamma^2/4+(\delta\mp\omega_L)^2}=\frac{2\pi}{\Gamma}.
\end{equation}
These have the same ratio as the coherence and populations found from (\ref{eq:master}), so the Lorentzian returns. Contributions from different frequencies were added as intensities. This is correct for a lamp whose frequency components have no fixed phase relation, and for different atoms driven by one laser.

\subsection{Moving atoms}

An atom with velocity $v_y$ along the beam sees the light shifted by $-\omega_0v_y/c$, where $\omega_0$ is the transition frequency. Both Zeeman transitions of that atom are affected together: the shift changes $\delta$, but not the difference $2\omega_L$ that turns the coherence. On emission, the two components again shift by a common factor, which alters their frequency difference by a relative amount of order $v/c$.

The distribution of rest-frame detunings is the lamp spectrum convolved with the Doppler profile. If the lamp is flat over the range concerned, the convolution is flat for any velocity distribution, and $P(B)$ does not depend on temperature. Ordinary spectroscopy compares light from different atoms on one frequency axis, where Doppler shifts count in full. The Hanle signal compares two amplitudes within one atom.

\subsection{How flat is flat enough}

Let the detunings follow a normalized distribution $f(\delta)$, even about zero. Define
\begin{equation}
A=\int\frac{f(\delta)\,\Gamma/2}{\Gamma^2/4+(\delta-\omega_L)^2}\,d\delta,\qquad
C=\int\frac{f(\delta)\,(\delta-\omega_L)}{\Gamma^2/4+(\delta-\omega_L)^2}\,d\delta .
\end{equation}
Then $\int f/a\,d\delta=A+iC$. Replacing $\delta$ by $-\delta$ turns $b$ into $a$, so $\int f/b\,d\delta$ has the same value. By (\ref{eq:pf}) the averaged $1/ab$ is $2(A+iC)/(\Gamma+2i\omega_L)$, while each population integral is $2A/\Gamma$. Equation (\ref{eq:coh}) becomes
\begin{equation}
P=\mathrm{Re}\,\frac{1+iC/A}{1+i\beta}
=\frac{1+\beta\,C/A}{1+\beta^2}.
\label{eq:finite}
\end{equation}
For resting atoms and a resonant laser, $C/A=-\beta$, which recovers (\ref{eq:rest}). For a Gaussian of standard deviation $\sigma\gg\Gamma,\omega_L$, the integral $A$ tends to $\pi f(0)=\pi/(\sqrt{2\pi}\,\sigma)$. In $C$, put $s=\delta-\omega_L$ and expand $f(s+\omega_L)\approx f(s)+\omega_Lf'(s)$. The first term is even and gives zero. With $f'(s)=-sf(s)/\sigma^2$, the second gives
\begin{equation}
C\approx-\frac{\omega_L}{\sigma^2}\int\frac{s^2f(s)}{s^2+\Gamma^2/4}\,ds
\approx-\frac{\omega_L}{\sigma^2}.
\end{equation}
Thus $C/A\approx-\sqrt{2/\pi}\,\omega_L/\sigma$. With $\omega_L=\beta\Gamma/2$, to leading order in $\Gamma/\sigma$ at fixed $\beta$,
\begin{equation}
P\approx\frac{1}{1+\beta^2}
\left(1-\frac{\beta^2}{\sqrt{2\pi}}\frac{\Gamma}{\sigma}\right).
\label{eq:corr}
\end{equation}
For a narrow laser tuned to the line centre, $\sigma$ is the Doppler width $\sigma_D$. Here the motion helps, since it supplies the flat distribution that the laser lacks. For a Gaussian lamp of width $\sigma_{\rm lamp}$, $\sigma^2=\sigma_{\rm lamp}^2+\sigma_D^2$.

\section{How large}

Take round model parameters: $\omega_0=0.2$, $\Gamma=4\times10^{-9}$, $g=1$, atomic mass $M=10^5$ and thermal energy $kT=0.0015$, all in atomic units. Since $\mu_B=1/2$, the condition $2g\mu_BB=\Gamma$ reads
\begin{equation}
B_{1/2}=\frac{\Gamma}{g}=4.0\times10^{-9}\ \text{a.u.}=0.94\ \text{mT}.
\end{equation}
The root-mean-square velocity along the beam is $\sqrt{kT/M}=8.94\times10^{-7}\,c$, so
\begin{equation}
\sigma_D=0.2\times8.94\times10^{-7}=1.79\times10^{-7}\ \text{a.u.}
\end{equation}
The full Doppler width at half maximum is $2\sqrt{2\ln2}\,\sigma_D=4.21\times10^{-7}$ a.u., or $105\,\Gamma$. To make the $m=\pm1$ splitting equal to this width takes 99 mT, 105 times the Hanle half-field.

The table gives $P$ from a numerical solution of the optical Bloch equations for all four states, in which the pump term of (\ref{eq:master}) is not assumed. The lamp is Gaussian with $\sigma_{\rm lamp}=200\,\Gamma$.

\begin{center}
\begin{tabular}{lccc}
$\beta$ & 0.5 & 1 & 2\\
\hline
Lorentzian (\ref{eq:hanle}) & 0.800 & 0.500 & 0.200\\
Laser, atoms at rest & 0.600 & 0.000 & $-0.600$\\
Laser, moving atoms & 0.798 & 0.496 & 0.193\\
Lamp, atoms at rest & 0.7996 & 0.4990 & 0.1984\\
Lamp, moving atoms & 0.7996 & 0.4990 & 0.1984
\end{tabular}
\end{center}

With the lamp, setting the atoms in motion changes $P$ by no more than about $4\times10^{-5}$ at these three fields, as (\ref{eq:corr}) predicts when $\sigma$ grows from $200\,\Gamma$ to $\sqrt{\sigma_{\rm lamp}^2+\sigma_D^2}\approx205\,\Gamma$. The small deficit from the Lorentzian comes from the finite lamp width. With the laser, $\sigma_D/\Gamma=44.7$, and (\ref{eq:corr}) at $\beta=1$ predicts
\begin{equation}
P\approx0.5\left(1-\frac{0.399}{44.7}\right)=0.496,
\end{equation}
as the table shows. Doubling $\sigma_D$ reduces this deficit by a factor of 1.995, close to the 2 expected from (\ref{eq:corr}).

\section{What to do about it}

\paragraph{Extracting a lifetime.} The half-field gives $\Gamma/g$, not $\Gamma$ alone. With $g$ known, the lifetime in ordinary units is
\begin{equation}
\tau=\frac1\Gamma=\frac{\hbar}{2g\mu_BB_{1/2}} .
\end{equation}
Omitting the 2 would make the lifetime twice too long.

\paragraph{Using both analyzer pairs.} For spectrally flat excitation, (\ref{eq:p45}) gives $P_{45}/P=\beta$, a straight line in $B$ whose sign shows the sense of rotation. For a Gaussian of finite width the ratio exceeds $\beta$ by a relative amount of about $0.4(1+\beta^2)\Gamma/\sigma$ and diverges where $P$ crosses zero; for the laser example it is 5\% high at $\beta=2$ and 30\% high at $\beta=5$. An unpolarized background enlarges both denominators equally and cancels from this ratio. If the background is also independent of the field, it scales the curve $P(B)$ without changing its width, because under spectrally flat excitation the total fluorescence along $z$ is constant.

\paragraph{Choosing the light.} The lamp spectrum, convolved with the Doppler profile, should be flat over many times the larger of $\Gamma$ and $\omega_L$. For a broad Gaussian, (\ref{eq:corr}) gives the error, which falls only as $\Gamma/\sigma$: at $\beta=1$ it is about $0.4\,\Gamma/\sigma$ of the Lorentzian value. As long as $\omega_L\ll\sigma$, the absolute error in $P$ stays below about $0.4\,\Gamma/\sigma$ (for $\omega_L$ of several $\sigma$ the curve approaches (\ref{eq:rest}) and the error approaches 1), but the relative error grows as $\beta^2$, so accurate wings of the curve also require $\sigma\gg\beta^2\Gamma$. Within the same error, a narrow laser tuned to the line centre is suitable for a vapour with $\sigma_D\gg\Gamma,\omega_L$, provided $\Omega\ll\Gamma$: in the example, power broadening raises the half-field by about 2\% at $\Omega=0.3\,\Gamma$ and by about 20\% at $\Omega=\Gamma$. It is unsuitable for atoms with little velocity spread along the beam, where (\ref{eq:finite}) applies instead and the curve can approach (\ref{eq:rest}).

\paragraph{Choosing the geometry.} Precession about $z$ keeps the dipole in the $xy$ plane. Viewed back along the $y$ axis, the fluorescence therefore stays fully polarized along $x$, and its intensity falls from 1 to $1/2$ of the zero-field value as $\tfrac12[1+1/(1+\beta^2)]$. If $B$ is parallel to the exciting polarization, the dipole lies on the precession axis and there is no Hanle effect. A stray field along $z$ shifts the centre of the curve, so both signs of $B$ should be scanned. A transverse stray field is not removed in this way: one of size $B_{1/2}/2$ along $x$ or $y$ widens the curve by 6 to 8\%.

\paragraph{Checking for collisions.} Suppose collisions add a decay rate $\gamma$ to $\rho_{+-}$ and leave the populations unchanged. Then $\Gamma$ becomes $\Gamma+\gamma$ in the denominator of (\ref{eq:rhopm}), and
\begin{equation}
P=\mathrm{Re}\,\frac{\Gamma}{\Gamma+\gamma+2i\omega_L}
=\frac{\Gamma(\Gamma+\gamma)}{(\Gamma+\gamma)^2+4\omega_L^2}.
\end{equation}
In this simple model the zero-field polarization drops to $\Gamma/(\Gamma+\gamma)$, and the half-field grows by the factor $(\Gamma+\gamma)/\Gamma$. The zero-field value depends on the model: isotropic collisions that relax the alignment at the rate $\gamma$ also feed $m=0$ and give $3\Gamma/(3\Gamma+2\gamma)$, with the same factor in the half-field. If $\gamma$ is proportional to the gas density and the vapour is optically thin, measuring the half-field at several densities and extrapolating to zero density recovers the natural width. Reabsorption of the fluorescence acts the other way: if an emitted photon is reabsorbed with probability $x$, the same in all directions, $7/10$ of the alignment is passed on and the half-field shrinks by the factor $1-0.7x$, which is not linear in density once $x$ nears 1. The extrapolation must then use densities at which $x$ is small. A density dependence of either sign shows that (\ref{eq:hanle}) should not be applied directly.

\section*{Table of computed values}
\begin{verbatim}
transition energy = 0.200 E_h
decay rate Gamma = 4.000e-09 a.u.
Lande factor g = 1.0
atomic mass = 1.0e+05 m_e
thermal energy kT = 0.0015 E_h
rms v/c along the beam = 8.937e-07
Doppler standard deviation sigma_D = 1.787e-07 a.u.
Doppler full width at half maximum = 4.209e-07 a.u.
Doppler full width / Gamma = 105.2
sigma_D / Gamma = 44.69
field for P = 1/2: 4.000e-09 a.u.
field for P = 1/2: 0.9402 mT
P where g mu_B B = hbar Gamma: 0.2000
field for splitting = Doppler width: 4.209e-07 a.u.
field for splitting = Doppler width: 98.94 mT
lamp standard deviation / Gamma = 200
beta = 0.5 (dimensionless, as are all P below)
  P, pumped density matrix: 0.8000
  P45, analyzers at +-45 degrees: 0.4000
  degree of linear polarization: 0.8944
  P, narrow laser, atoms at rest: 0.6000
  P, narrow laser, moving atoms: 0.7982
  P, narrow laser, sigma_D doubled: 0.7991
  P, broad lamp, atoms at rest: 0.79960
  P, broad lamp, moving atoms: 0.79961
beta = 1.0 (dimensionless, as are all P below)
  P, pumped density matrix: 0.5000
  P45, analyzers at +-45 degrees: 0.5000
  degree of linear polarization: 0.7071
  P, narrow laser, atoms at rest: 0.0000
  P, narrow laser, moving atoms: 0.4956
  P, narrow laser, sigma_D doubled: 0.4978
  P, broad lamp, atoms at rest: 0.49900
  P, broad lamp, moving atoms: 0.49903
beta = 2.0 (dimensionless, as are all P below)
  P, pumped density matrix: 0.2000
  P45, analyzers at +-45 degrees: 0.4000
  degree of linear polarization: 0.4472
  P, narrow laser, atoms at rest: -0.6000
  P, narrow laser, moving atoms: 0.1929
  P, narrow laser, sigma_D doubled: 0.1964
  P, broad lamp, atoms at rest: 0.19841
  P, broad lamp, moving atoms: 0.19844
error ratio on doubling sigma_D, beta = 1: 1.995
\end{verbatim}
